# Two Derivations of the Thermal Gap Shift from Quadratic Phonon Coupling

## Definitions and conventions

Let a semiconductor at fixed volume have a finite set of vibrational modes $\nu$, with angular frequencies $\omega_\nu>0$ and real mass-weighted normal coordinates $Q_\nu$. On the electronic ground-state surface the nuclei obey

$$H=\tfrac12\sum_\nu\left(P_\nu^2+\omega_\nu^2Q_\nu^2\right),\qquad [Q_\nu,P_\mu]=i\hbar\,\delta_{\nu\mu}.$$

Uniform translations have zero frequency, leave the gap unchanged, and are omitted. With

$$Q_\nu=\sqrt{\hbar/\omega_\nu}\;q_\nu,\qquad P_\nu=\sqrt{\hbar\omega_\nu}\;p_\nu,$$

the commutator becomes $[q_\nu,p_\nu]=i$. Both terms of the energy acquire the factor $\hbar\omega_\nu$. Writing $w_\nu=\hbar\omega_\nu$, we have

$$H=\tfrac12\sum_\nu w_\nu\left(p_\nu^2+q_\nu^2\right).$$

The gap $E(q)$ is the difference between the two band-edge energies with the nuclei held at $q$. It is taken to be quadratic:

$$E(q)=E_0+V(q),\qquad V(q)=\sum_\nu g_\nu q_\nu+\tfrac12\sum_{\nu\mu}k_{\nu\mu}q_\nu q_\mu,$$

with $k_{\nu\mu}=k_{\mu\nu}$. Here $E_0$ is the gap at the equilibrium geometry, without zero-point motion. The couplings $g_\nu$ and $k_{\nu\mu}$ are energies.

Treating the gap as a function of position is an adiabatic assumption: the energy exchanged with a phonon is neglected in the electronic response. This requires the electronic energy differences that matter to be large compared with $w_\nu$. In a crystal, where states of the same band lie close to its edge, that condition needs its own check.

Angle brackets denote the thermal average with the ground-surface Hamiltonian $H$, so the density of excited carriers must be too low to alter the vibrations. The statement to be derived is

$$\boxed{\langle E\rangle=E_0+\sum_\nu a_\nu\left(n_\nu+\tfrac12\right),\quad a_\nu=\tfrac12k_{\nu\nu},\quad n_\nu=\frac{1}{e^{w_\nu/k_BT}-1}}$$

Since $\partial/\partial q_\nu=\sqrt{\hbar/\omega_\nu}\,\partial/\partial Q_\nu$, the coefficient is also

$$a_\nu=\frac{\hbar}{2\omega_\nu}\frac{\partial^2E}{\partial Q_\nu^2}.$$

For a single coordinate $u$ with mass $M$, $Q=\sqrt M\,u$ and therefore $a=(\hbar/2M\omega)\,d^2E/du^2$. All derivatives are taken at equilibrium.

In a frozen-phonon calculation one displaces mode $\nu$ by $q_\nu=\pm\delta$. Adding the two gaps cancels the linear coupling:

$$E(\delta)+E(-\delta)-2E_0=k_{\nu\nu}\delta^2,\qquad a_\nu=\frac{E(\delta)+E(-\delta)-2E_0}{2\delta^2}.$$

## First derivation: average the positions

The Hamiltonian is a sum over modes, so its thermal density matrix is a product over modes. Each factor is unchanged by $(q_\nu,p_\nu)\to(-q_\nu,-p_\nu)$. Hence $\langle q_\nu\rangle=0$, and for $\nu\ne\mu$

$$\langle q_\nu q_\mu\rangle=\langle q_\nu\rangle\langle q_\mu\rangle=0.$$

The linear and mixed couplings therefore drop out of the mean, leaving

$$\langle V\rangle=\tfrac12\sum_\nu k_{\nu\nu}\langle q_\nu^2\rangle.$$

To find the remaining average, consider one mode and define $b=(q+ip)/\sqrt2$. Then $[b,b^\dagger]=1$ and

$$b^\dagger b=\tfrac12\left(q^2+p^2+i[q,p]\right)=\tfrac12\left(q^2+p^2-1\right),$$

so the mode Hamiltonian is $w(b^\dagger b+\tfrac12)$, with number states $|m\rangle$. Since $q=(b+b^\dagger)/\sqrt2$,

$$q^2=\tfrac12\left(b^2+b^{\dagger2}+bb^\dagger+b^\dagger b\right)
=\tfrac12\left(b^2+b^{\dagger2}+2b^\dagger b+1\right).$$

The first two terms change the phonon number by two and have no diagonal element. Thus $\langle m|q^2|m\rangle=m+\tfrac12$.

Put $r=e^{-w/k_BT}$. The zero-point factor cancels from the normalized Boltzmann weights, which are $(1-r)r^m$. Differentiating $\sum_m r^m=1/(1-r)$ and multiplying by $r$ gives $\sum_m mr^m=r/(1-r)^2$, so

$$\langle m\rangle=(1-r)\frac{r}{(1-r)^2}=\frac{r}{1-r}=\frac1{e^{w/k_BT}-1}=n.$$

It follows that $\langle q_\nu^2\rangle=n_\nu+\tfrac12$. Substitution into $\langle V\rangle$ proves the result. The coefficient $a_\nu$ is the change in mean gap per added phonon, and the one half is the zero-point motion.

## Second derivation: differentiate a free energy

The same mean can be found from vibrational energies, without calculating a position average. Add a fraction $\lambda$ of the gap variation to the nuclear Hamiltonian:

$$H_\lambda=H+\lambda V,\qquad F(\lambda)=-k_BT\ln\operatorname{Tr}e^{-H_\lambda/k_BT}.$$

Although $H$ and $V$ do not commute, cyclicity of the trace gives $d\operatorname{Tr}H_\lambda^m/d\lambda=m\operatorname{Tr}(H_\lambda^{m-1}V)$. Applying this term by term to the exponential series, in the usual formal sense for oscillator operators, yields

$$\frac{d}{d\lambda}\operatorname{Tr}e^{-H_\lambda/k_BT}
=-\frac1{k_BT}\operatorname{Tr}\left(e^{-H_\lambda/k_BT}V\right).$$

Dividing by the partition function and multiplying by $-k_BT$ gives $F'(0)=\langle V\rangle$. The task is now to find $F(\lambda)$ to first order.

Let $\Omega$ be the diagonal matrix of the energies $w_\nu$, and let $k$ and $g$ be the coupling matrix and vector. Then

$$H_\lambda=\tfrac12p^T\Omega p+\tfrac12q^T(\Omega+\lambda k)q+\lambda g^Tq.$$

For a finite number of modes and small enough $|\lambda|$, $\Omega+\lambda k$ is positive definite. Set $q=q'-\lambda(\Omega+\lambda k)^{-1}g$. The linear terms cancel, leaving the constant

$$-\tfrac12\lambda^2g^T(\Omega+\lambda k)^{-1}g.$$

It begins at order $\lambda^2$, so linear coupling does not contribute to $F'(0)$.

Next introduce $q'=\Omega^{1/2}y$ and $p=\Omega^{-1/2}\pi$, which preserve the canonical commutators. The remaining Hamiltonian is

$$\tfrac12\pi^T\pi+\tfrac12y^TDy,\qquad D=\Omega^2+\lambda\,\Omega^{1/2}k\,\Omega^{1/2}.$$

An orthogonal rotation diagonalizes $D$. If its eigenvalues are $W_j^2$, the new modes have levels $W_j(m+\tfrac12)$. Summing the geometric series, each contributes

$$f(W)=-k_BT\ln\frac{e^{-W/2k_BT}}{1-e^{-W/k_BT}}
=k_BT\ln\left[2\sinh\frac{W}{2k_BT}\right].$$

Its derivative is

$$f'(W)=\tfrac12\coth\frac{W}{2k_BT}
=\tfrac12\,\frac{e^{W/k_BT}+1}{e^{W/k_BT}-1}
=\frac1{e^{W/k_BT}-1}+\tfrac12.$$

Now write $\sum_jf(W_j)=\operatorname{Tr}h(D)$ with $h(z)=f(\sqrt z)$. For a polynomial $h$, cyclicity gives $d\operatorname{Tr}h(D)/d\lambda=\operatorname{Tr}[h'(D)\,dD/d\lambda]$. The same rule holds for smooth $h$ on the positive interval containing the eigenvalues, by approximating both $h$ and $h'$ with polynomials. At $\lambda=0$, $D=\Omega^2$ is diagonal, so only the diagonal of $dD/d\lambda$, with elements $w_\nu k_{\nu\nu}$, enters:

$$F'(0)=\sum_\nu h'(w_\nu^2)\,w_\nu k_{\nu\nu}
=\sum_\nu\frac{f'(w_\nu)}{2w_\nu}\,w_\nu k_{\nu\nu}
=\sum_\nu\tfrac12k_{\nu\nu}\left(n_\nu+\tfrac12\right).$$

This is $\langle V\rangle$ again. The trace form also covers degenerate frequencies. Rotating the modes within a degenerate set may change individual $a_\nu$, but preserves their sum, which multiplies one common occupation factor.

## What each derivation assumes

Both derivations use the same harmonic ground surface and the same gap function. The result is exact within that model; it does not establish that a real gap is quadratic.

The first derivation uses thermal equilibrium to obtain the Bose–Einstein value of $n_\nu$. Its earlier steps need less. If the density matrix is diagonal in the phonon-number states of all modes, then $\langle q_\nu\rangle$ and the mixed averages still vanish, and $\langle q_\nu^2\rangle=\langle m_\nu\rangle+\tfrac12$. The mode sum then also holds for a nonthermal population, with $n_\nu$ replaced by the actual mean phonon number. States with $\langle q_\nu\rangle\ne0$ are outside this extension, because the linear coupling then contributes. Even without it the mode sum can fail at a given instant. For a general state of one mode $\langle q^2\rangle=\langle m\rangle+\tfrac12+\operatorname{Re}\langle b^2\rangle$, and in a coherent state, an eigenstate of $b$ with nonzero eigenvalue, the last term oscillates in time about zero.

The second derivation assumes canonical equilibrium from the start and needs stable modes in a neighbourhood of $\lambda=0$. In return, it identifies $a_\nu$ in another way. For one mode, $W=\sqrt{w(w+\lambda k)}=w+\lambda k/2+O(\lambda^2)$. Thus $a=k/2$ is both the gap change per phonon and the first-order phonon-energy change when the electronic excitation is present. The identity $F'(0)=\langle V\rangle$ would also survive anharmonic nuclear forces, although the oscillator formula for $F$ would not.

The derivative at $\lambda=0$ must be distinguished from the finite difference $F(1)-F(0)$. The former gives the mean vertical gap; the latter is the vibrational part of a free-energy gap, in which the nuclei equilibrate on the excited surface.

## Temperature limits

At $T=0$ every $n_\nu$ vanishes, and the zero-point shift is $\tfrac12\sum_\nu a_\nu$. For the finite set of modes used here, $n_\nu\simeq e^{-w_\nu/k_BT}$ at low temperature, so the gap leaves its zero-temperature value exponentially slowly.

At high temperature put $\theta=w/k_BT\ll1$. Expanding the exponential,

$$\frac1{e^\theta-1}=\frac1\theta\left(1+\frac\theta2+\frac{\theta^2}{6}+\cdots\right)^{-1}
=\frac1\theta-\frac12+\frac\theta{12}+O(\theta^3).$$

The one half cancels in $n+\tfrac12$, giving

$$\langle V\rangle=k_BT\sum_\nu\frac{a_\nu}{w_\nu}
+\frac1{12k_BT}\sum_\nu a_\nu w_\nu+\cdots.$$

The first term is the classical result. Its straight line extrapolates to the bare gap $E_0$ at $T=0$, not to the actual gap $E_0+\tfrac12\sum_\nu a_\nu$. A tangent taken at finite temperature has not quite reached this line. If the shift is $AT+B/T$, the tangent's intercept relative to $E_0$ is

$$AT+\frac BT-T\left(A-\frac B{T^2}\right)=\frac{2B}{T}.$$

If all $a_\nu$ have one sign, the gap changes monotonically, because each $n_\nu$ increases with temperature. Coefficients of opposite sign can produce a maximum or minimum.

## A two-mode example

Take round model parameters: $E_0=1500$ meV, $w_1=10$ meV and $w_2=40$ meV. The couplings are $g_1=5$, $g_2=-20$, $k_{11}=2$, $k_{22}=-20$ and $k_{12}=3$ meV. Hence $a_1=1$ meV and $a_2=-10$ meV: the soft mode opens the gap and the harder mode closes it.

At 300 K the values of $n+\tfrac12$ are 2.6174 and 0.7704, so

$$\langle V\rangle=1(2.6174)-10(0.7704)\simeq-5.09\ \text{meV}.$$

The mean gap is 1494.91 meV, or 1.4949 eV. Other temperatures give the following values, where $\sigma$ is the standard deviation of the frozen-nuclei gap.

| $T$ (K) | Mode 1 (meV) | Mode 2 (meV) | Mean gap (meV) | $\sigma$ (meV) |
|---:|---:|---:|---:|---:|
| 0 | 0.50 | −5.00 | 1495.50 | 16.3 |
| 100 | 0.96 | −5.10 | 1495.86 | 16.9 |
| 128.9 | 1.18 | −5.28 | 1495.90 | 17.5 |
| 300 | 2.62 | −7.70 | 1494.91 | 22.9 |
| 600 | 5.19 | −13.56 | 1491.62 | 34.0 |

Independent averages over oscillator states on a coordinate grid agree with the formula to the digits shown in the numerical output, with the linear and mixed couplings retained.

The gap first rises, by 0.40 meV, and then falls. At low temperature the soft mode is populated first, since $e^{-w_1/k_BT}\gg e^{-w_2/k_BT}$, and its coefficient is positive. At high temperature the slope has the sign of $a_1/w_1+a_2/w_2=0.10-0.25=-0.15$. A continuous slope that changes from positive to negative implies a maximum, found here at 128.9 K.

The change between 0 and 300 K is $-5.09-(-4.50)=-0.59$ meV, much smaller in magnitude than the zero-point shift. The thermal changes of the two modes, $+2.12$ and $-2.70$ meV, largely cancel. A weak temperature dependence therefore does not imply weak coupling in every mode.

At 600 K the classical shift is $-7.76$ meV and the quantum shift is $-8.38$ meV. Their difference, $-0.62$ meV, is close to the leading correction of $-0.63$ meV. By the tangent formula, extrapolation from 600 K would miss $E_0$ by about $2(-0.63)=-1.26$ meV at this order, and by $-1.23$ meV with the full expression, an appreciable error beside the $-4.5$ meV zero-point shift.

## Why linear coupling broadens the gap

The width needs a fourth moment. Acting with $q^2$ on a number state gives

$$q^2|m\rangle=\tfrac12\Big[\sqrt{m(m-1)}\,|m-2\rangle+(2m+1)|m\rangle+\sqrt{(m+1)(m+2)}\,|m+2\rangle\Big].$$

The squared norm of this vector is

$$\langle m|q^4|m\rangle=\tfrac14\left[m(m-1)+(2m+1)^2+(m+1)(m+2)\right]
=\tfrac34(2m^2+2m+1).$$

The geometric weights give $\langle m(m-1)\rangle=2r^2/(1-r)^2=2n^2$, hence $\langle m^2\rangle=2n^2+n$. With $s=n+\tfrac12$,

$$\langle q^4\rangle=\tfrac34(4n^2+4n+1)=3s^2.$$

Now subtract the mean from $V$ and square. Inversion of individual modes removes products between linear, diagonal quadratic and mixed terms, and between different terms within the linear and mixed groups. Diagonal terms of different modes are independent, each with zero mean after subtraction. The surviving diagonal terms give $\tfrac14k_{\nu\nu}^2(3s_\nu^2-s_\nu^2)$, and each mixed pair gives $k_{\nu\mu}^2s_\nu s_\mu$. Therefore

$$\sigma^2=\sum_\nu g_\nu^2s_\nu+\tfrac12\sum_{\nu\mu}k_{\nu\mu}^2s_\nu s_\mu.$$

At $T=0$ in the example, the linear part is $25(0.5)+400(0.5)=212.5$ meV². The quadratic part is $\tfrac12(1+4.5+100)=52.75$ meV², so $\sigma=16.3$ meV. Linear coupling supplies most of this width while leaving the mean unchanged. The width describes the distribution of frozen-nuclei gaps; it is neither an uncertainty of the mean nor a calculated optical linewidth.

## When the excited surface matters

Apply the second derivation at $\lambda=1$ to mode 2 alone. With linear coupling and $k=0$, completing the square gives a temperature-independent relaxation $-g^2/(2w)=-400/80=-5$ meV. With quadratic coupling and $g=0$, the mode energy becomes $W=\sqrt{w(w+k)}=\sqrt{40\times20}=28.3$ meV, and the free-energy shift is

$$k_BT\ln\frac{\sinh(W/2k_BT)}{\sinh(w/2k_BT)}.$$

At 300 K this equals $-10.21$ meV, whereas $a(n+\tfrac12)=-7.70$ meV. The free-energy shift is 33% larger in magnitude, relative to the mean-gap shift. Its sign relative to the linear estimate follows from curvature: $W$ is a concave function of $k$, and $f(W)$ is increasing and concave, so the exact free energy lies below its tangent at $k=0$.

With both couplings present, the relaxation becomes $-g^2/[2(w+k)]=-10$ meV, because the excited surface is softer. The total is then about $-20.2$ meV. For $g=0$ the two gap definitions agree to first order in $k$. For $g\ne0$ the relaxation itself depends on $k$:

$$-\frac{g^2}{2(w+k)}=-\frac{g^2}{2w}+\frac{g^2k}{2w^2}+O(k^2).$$

The second term has no counterpart in the mean gap. Thus even after the weak-coupling relaxation of $-5$ meV is set apart, the two definitions already differ at first order in $k$.

## When the gap is not quadratic

Consider two electronic levels separated by $\Delta$ and mixed by a displacement $u$:

$$\begin{pmatrix}\Delta/2&cu\\cu&-\Delta/2\end{pmatrix},\qquad
E(u)=\sqrt{\Delta^2+4c^2u^2}.$$

Expanding the square root,

$$E(u)=\Delta+\frac{2c^2u^2}{\Delta}-\frac{2c^4u^4}{\Delta^3}+\frac{4c^6u^6}{\Delta^5}-\cdots.$$

The quadratic term gives $a=(\hbar/2M\omega)(4c^2/\Delta)>0$: mixing pushes the levels apart. This sign belongs to the two-level model. In a crystal each band edge also mixes with states of its own band and of other bands, which can close the gap, so the model does not fix the sign of $a$ for a real semiconductor. Since $u$ is proportional to $q$, $\langle u^4\rangle=3\langle u^2\rangle^2$, and the quartic term contributes $-6c^4\langle u^2\rangle^2/\Delta^3$. This is quadratic in $n+\tfrac12$, so it cannot be absorbed into a temperature-independent $a$.

For $M=20$ u, $\hbar\omega=30$ meV, $\Delta=1500$ meV and $c=1000$ meV/Å, one has $\hbar/(M\omega)=0.00697$ Å². Frozen displacements of $\pm0.005$ Å give a curvature of 2666.6 meV/Å² and

$$a=\tfrac12(0.00697)(2666.6)\simeq9.29\ \text{meV}.$$

At 300 K, $n+\tfrac12=0.956$, so the quadratic shift is 8.88 meV. Averaging the full square root gives 8.81 meV. The error is 0.9% of the full shift. The difference of $-0.077$ meV is slightly smaller in magnitude than the quartic estimate of $-0.079$ meV, as expected from the positive sixth-order term.

A degenerate band edge can fail more severely. If its splitting changes the gap as $E=E_0-c_0|q|$ with $c_0>0$, the frozen-phonon expression gives

$$\frac{-2c_0\delta}{2\delta^2}=-\frac{c_0}{\delta}.$$

It diverges as the step is reduced, so no quadratic coefficient exists. Repeating the calculation with several displacements exposes this case.

Thermal expansion is also absent because the volume is fixed. A comparison at constant pressure needs the gap change caused by expansion as well, and strong anharmonicity requires position averages taken from the anharmonic nuclear distribution.

## Table of computed values

```
TWO-MODE MODEL
k_B = 0.086173 meV/K; bare gap E0 = 1500.0 meV
mode 1: hw = 10.0, g = 5.0, k = 2.0, a = 1.0 meV
mode 2: hw = 40.0, g = -20.0, k = -20.0, a = -10.0 meV
mixed coupling k12 = 3.0 meV
T = 0.0 K: n+1/2 = 0.5000, 0.5000
  mode shifts = 0.5000, -5.0000 meV; sum = -4.5000 meV
  gap: formula 1495.5000, grid 1495.5000 meV; std dev 16.29 meV
T = 100.0 K: n+1/2 = 0.9563, 0.5097
  mode shifts = 0.9563, -5.0973 meV; sum = -4.1410 meV
  gap: formula 1495.8590, grid 1495.8590 meV; std dev 16.91 meV
T = 128.9 K: n+1/2 = 1.1847, 0.5281
  mode shifts = 1.1847, -5.2805 meV; sum = -4.0958 meV
  gap: formula 1495.9042, grid 1495.9042 meV; std dev 17.47 meV
T = 300.0 K: n+1/2 = 2.6174, 0.7704
  mode shifts = 2.6174, -7.7037 meV; sum = -5.0864 meV
  gap: formula 1494.9136, grid 1494.9136 meV; std dev 22.89 meV
T = 600.0 K: n+1/2 = 5.1865, 1.3564
  mode shifts = 5.1865, -13.5644 meV; sum = -8.3778 meV
  gap: formula 1491.6222, grid 1491.6222 meV; std dev 34.02 meV
gap maximum at 128.9 K, 0.4042 meV above T = 0
zero-point shift = -4.5000 meV
gap at 300 K = 1.49491 eV
high-T slope = -0.012926 meV/K
classical shift at 600 K = -7.7556 meV
quantum minus classical at 600 K = -0.6222 meV; leading term -0.6286 meV
FREE-ENERGY GAP, MODE 2 ALONE
T = 100 K: dF/dk at k=0: grid 0.25487, (n+1/2)/2 = 0.25487
T = 300 K: dF/dk at k=0: grid 0.38519, (n+1/2)/2 = 0.38519
relaxation from linear coupling = -5.0000 meV
excited-surface mode energy = 28.2843 meV
300 K, g = 0, full k: free-energy shift -10.2121 meV
300 K, a(n+1/2) = -7.7037 meV
TWO-LEVEL GAP, FROZEN DISPLACEMENTS
M = 20 u, hw = 30 meV, Delta = 1500 meV, c = 1000 meV/A
hbar/(M omega) = 0.006967 A^2; step = 0.005 A
gap curvature: frozen 2666.64, 4c^2/Delta = 2666.67 meV/A^2
coefficient a = 9.2891 meV; n+1/2 at 300 K = 0.9563
<u^2> at 300 K = 0.006663 A^2
300 K shift: quadratic 8.8836, full gap 8.8069 meV
difference = -0.0767 meV; quartic term = -0.0789 meV
```
